Lloyd's formula with a repulsive reference and the absolute electron count, part 1

(Sections cited here and not found follow in the second part.)

Problem: Lloyd's formula relative to a repulsive reference system, and the absolute electron count

Setting. Hartree atomic units are used, and all counts are for one spin direction. The Hamiltonian is H = H₀ + Σ_n v_n with H₀ = −½∇². Each v_n is real, bounded, spherical about the site R_n, zero outside a sphere that does not overlap the other spheres, and acts only on the angular momenta l ≤ l_max about its site. This truncation is part of the model: H is an exact Hermitian operator with nonlocal site potentials, and Lloyd's formulas (15) and (17) below are exact for it. A reference system H^r has repulsive potentials v^r_n ≥ 0 of the same kind on the same sites. The energy is z = κ²/2 with Im κ ≥ 0, G(z) = (z − H)⁻¹, L = (l, m), the Y_L are real spherical harmonics, h_l = j_l + i y_l, and j_L(r) = j_l(κr) Y_L(r̂). A prime on a Bessel function means the derivative with respect to its argument; on a matrix it means d/dz. The number of states is defined by

N(z) = −(1/π) Im ∫ Tr G(z′) dz′,  (1)

taken along a path in the upper half plane from a real energy E_b < 0 to z. E_b lies below every level of H and below every bound state of each single potential v_n. For a crystal with one site in a cell of volume Ω, traces are per cell. The numerical check the text supplies the computed numbers, apart from the remarks in parts (h) and (i) on larger cutoffs, on the full lattice sum and on clusters other than 19, 43 and 79 sites, which it does not print.

(a) Show that (1) counts states when z approaches a real energy. Find the first-order change of N under a change δv of the potential, and find N₀ for free electrons.

Solution. A level ε contributes 1/(z′ − ε) to Tr G, and its integral is ln(z − ε) − ln(E_b − ε). In the upper half plane arg(z′ − ε) runs in [0, π] and starts at π because E_b < ε. The contribution to N is

[π − arg(z − ε)]/π.  (2)

For z → E + i0 this is 1 if ε < E and 0 if ε > E, so N(E) is the number of states below E. For Im z > 0 it is a step smoothed by a Lorentzian.

From (z − H)G = 1 follow δG = G δv G and dG/dz = −G². With the cyclic property of the trace, Tr δG = Tr(G² δv) = −(d/dz) Tr(G δv). The integral in (1) is then elementary:

δN(z) = (1/π) Im [Tr(G(z) δv) − Tr(G(E_b) δv)] = (1/π) Im Tr(G(z) δv).  (3)

The term at E_b drops out because G(E_b) is Hermitian below the spectrum and the trace of a product of two Hermitian operators is real. When (3) is integrated along a family of potentials, E_b must stay below the spectrum of each member. The families used later are λv^r, for which H ≥ 0 > E_b; λv, for which H_λ = (1 − λ)H₀ + λH is an average of two operators bounded below by E_b; and (1 − λ)v^r + λv, for which H_λ = (1 − λ)H^r + λH is an average of two operators bounded below by E_b. The same holds for each single site.

For free electrons, (∇² + κ²) e^{iκd}/d = −4πδ(d) gives

G₀(r, r′) = −e^{iκd}/(2πd), d = |r − r′|.  (4)

At small d, G₀ = −1/(2πd) − iκ/(2π) + O(d). The first term is divergent, real and independent of z; its integral between two real energies is real and does not enter (1). The second, with dz = κ dκ, integrates to −iΩκ³/(6π) per cell. At E_b, κ = i|κ| and κ³ = −i|κ|³, so the lower limit is real. At real E > 0,

N₀(E) = −(1/π) Im[−iΩκ³/(6π)] = Ωκ³/(6π²).  (5)

For a complex end point the divergent constant is multiplied by z − E_b, which has an imaginary part, and N₀ is infinite: the tails (2) of the high levels, of size Im z/(πε), are not summable against a density of states growing as √ε. At complex z only differences such as N − N₀ have a meaning.

(b) Expand G₀ in partial waves about one site, and about two different sites.

Solution. Write G₀ = Σ_L G_{0,l}(r, r′) Y_L(r̂) Y_L(r̂′). The radial function solves the free radial equation for r ≠ r′, is regular at the origin and outgoing at infinity, so G_{0,l} = c j_l(κr_<) h_l(κr_>). The source δ(r − r′)/r² and the factor ½ in H₀ demand a jump 2/r² of the radial derivative at r = r′. The Wronskian of two solutions is a constant over x²; the large-x forms j_l ≈ sin(x − lπ/2)/x and y_l ≈ −cos(x − lπ/2)/x give j_l y_l′ − j_l′ y_l = 1/x², hence j_l h_l′ − j_l′ h_l = i/x². The jump is cκ·i/(κr)², so c = 2κ/i:

G_{0,l}(r, r′) = −2iκ j_l(κr_<) h_l(κr_>).  (6)

For two sites let R = R_n − R_{n′} and s = r − r′, with r and r′ measured from their own sites. The distance is |R + s|, the distance between the points R and −s. For |s| < R, (6) and Y_L(−ŝ) = (−1)^l Y_L(ŝ) give

G₀ = −2iκ Σ_{L″} (−1)^{l″} j_{L″}(s) h_{l″}(κR) Y_{L″}(R̂).

To split j_{L″}(r − r′), use the plane-wave expansion e^{ik·r} = 4π Σ_L i^l j_L(r) Y_L(k̂), |k| = κ. It follows from ∫ e^{ixu} P_l(u) du = 2i^l j_l(x) over −1 < u < 1: the left side is the partial-wave projection of a regular solution of the free equation, hence a multiple of j_l, and one integration by parts gives its large-x form [e^{ix} − (−1)^l e^{−ix}]/(ix) = 2i^l sin(x − lπ/2)/x, which fixes the multiple. The addition theorem Σ_m Y_L(â)Y_L(b̂) = (2l+1)P_l(â·b̂)/(4π) supplies the rest. Projecting the expansion on Y_{L″}(k̂) gives j_{L″}(s) = (4π i^{l″})⁻¹ ∫ e^{ik·s} Y_{L″}(k̂) dk̂. Inserting e^{ik·r} e^{−ik·r′}, the second factor carrying i^{−l′},

j_{L″}(r − r′) = 4π Σ_{LL′} i^{l−l′−l″} C_{LL′L″} j_L(r) j_{L′}(r′), C_{LL′L″} = ∫ Y_L Y_{L′} Y_{L″} dk̂.

Both sides are entire in κ, so this holds for complex κ. Since (−1)^{l″} i^{−l″} = i^{l″},

G₀(R_n + r, R_{n′} + r′) = Σ_{LL′} j_L(r) g^{nn′}_{LL′} j_{L′}(r′),
g^{nn′}_{LL′} = −8πiκ Σ_{L″} i^{l−l′+l″} C_{LL′L″} h_{l″}(κR) Y_{L″}(R̂),  (7)

and g^{nn} = 0 by definition. The sum over L″ ends at l″ = l + l′, and C vanishes for odd l + l′ + l″, so the power of i is ±1. The double expansion converges for all directions of r and r′ when r + r′ < R, a sufficient condition which non-overlapping spheres satisfy except when both points lie on the surfaces of two touching spheres, a set that does not contribute to the integrals below. The program tests (7) against (4) at z = 0.3 + 0.2i Ha for two off-centre points, with l up to 4, and finds an error of 9.2·10⁻⁷ relative to G₀.

(c) For one site define the regular solution by R_l = j_l + ∫ G_{0,l} v R_l r′² dr′, and set t_l = ∫ j_l v R_l r² dr and α_l = lim_{r→0} R_l(r)/j_l(κr). Find δ ln α_l and δt_l under a change δv, relate α_l to the phase shift with its branch, and solve the step potential v = V for r < R.

Solution. Outside the sphere r is always r_>, so R_l = j_l − 2iκ t_l h_l. Let S_l be the solution that equals h_l outside. The single-site Green function is c R_l(r_<) S_l(r_>); r² times the Wronskian of R_l and S_l is constant and may be evaluated outside, where the h_l part of R_l drops out and the free value remains. So

G_{s,l}(r, r′) = −2iκ R_l(r_<) S_l(r_>).

Varying the integral equation gives (1 − G₀v)δR = G₀ δv R, and (1 − G₀v)⁻¹G₀ = G_s, so δR_l(r) = ∫ G_{s,l}(r, r′) δv R_l r′² dr′. For r outside the sphere this is −2iκ h_l ∫ R_l δv R_l r′² dr′. For r → 0 the region r′ < r contributes S_l(r) ∫₀^r R_l² δv r′² dr′, of order r^{−l−1} r^{2l+3} = r^{l+2}, negligible against R_l ∝ r^l; the region r′ > r gives R_l(r) times −2iκ ∫ S_l δv R_l r′² dr′. Therefore

δt_l = ∫ R_l² δv r² dr,  (8)
δ ln α_l = ∫ G_{s,l}(r, r) δv r² dr.  (9)

No complex conjugation appears, because all kernels are symmetric and the harmonics are real. The right side of (9) is Tr(G_s δv) in one channel, and δ ln det(1 − G₀v) = −Tr[(1 − G₀v)⁻¹G₀ δv] = −Tr(G_s δv). Both α_l and the determinant equal 1 at v = 0, so det(1 − G_{0,l}v) = 1/α_l. The program tests this with a discretized radial determinant at z = 0.3 + 0.2i Ha for l = 0, 1, 2, for the well and for the 4 Ha reference sphere of part (h); the product of α_l and the determinant differs from 1 by at most 1.1·10⁻⁷. Without the truncation the sum of (9) over all L would be ∫ G_s(r, r) δv d³r, whose real part diverges with the 1/d singularity of (4); with it every trace of the form Tr(G δv) is finite.

At real E > 0 the radial equation is real, so R_l = c u_l with a real solution u_l, equal to cos δ_l j_l − sin δ_l y_l outside. Comparing coefficients of j_l and y_l, 1 − 2iκt_l = c cos δ_l and 2κt_l = −c sin δ_l. Adding i times the second equation to the first gives 1 = c e^{−iδ_l}:

R_l = e^{iδ_l} u_l, t_l = −e^{iδ_l} sin δ_l/(2κ).  (10)

So arg α_l = δ_l modulo π. The branch comes from (9): ln α_l is the integral of (9) from v = 0, which is continuous in the potential and analytic in z for Im z > 0, and real at E_b by the argument of part (a). It is therefore the same function whether it is built up by switching on v at fixed z or continued in z from E_b, and

Im ln α_l(E + i0) = δ_l(E), with δ_l continuous in the potential and zero for v = 0.  (11)

A bound state is a zero of 1/α_l ∝ (z − ε); passing above it lowers the phase of 1/α_l by π, so each bound state adds π to δ_l, which is Levinson's branch. One way to switch on v is to extend it outward in r. At the edge of the potential G_{s,l}(r, r) = −2iκ u_l e^{iδ_l} h_l, and e^{iδ}h = u + i(sin δ j + cos δ y), so Im G_{s,l}(r, r) = −2κu_l² and

dδ_l/dr = −2κ v(r) r² [cos δ_l j_l(κr) − sin δ_l y_l(κr)]².  (12)

This is the variable-phase equation. It shows that δ_l ≤ 0 for a repulsive potential.

For the step, R_l = A j_l(qr) inside, with q² = κ² − 2V. Continuity of value and slope at R gives A j_l(qR) = j_l − 2iκt h_l and A q j_l′(qR) = κ j_l′ − 2iκ²t h_l′, the right sides taken at κR. Define W_f = κ j_l(qR) f′(κR) − q j_l′(qR) f(κR). Multiplying the first equation by κh_l′, the second by h_l and subtracting removes t and leaves A W_h = κ·i/(κR)². Multiplying the first by q j_l′(qR), the second by j_l(qR) and subtracting removes A and leaves W_j = 2iκt W_h. With j_l(qr)/j_l(κr) → (q/κ)^l,

t_l = W_j/(2iκ W_h), α_l = i (q/κ)^l/(κR² W_h).  (13)

W_f is q^l times an even function of q, so the sign chosen for q does not matter.

(d) Find the Green function of H inside the spheres, and from it N − N₀.

Solution. Take r in sphere n and r′ in sphere n′ in the Dyson equation G = G₀ + Σ_m G₀ v_m G. Every term with m ≠ n, and the term G₀ itself when n′ ≠ n, is by (7) a sum of regular free waves about site n. Collect them as Σ_L j_L(r) a^n_L(r′):

(1 − G₀v_n) G = δ_{nn′} G₀ + Σ_L j_L a^n_L,
a^n_L(r′) = Σ_{L′} g^{nn′}_{LL′} j_{L′}(r′) + Σ_m Σ_{L″} g^{nm}_{LL″} ∫ j_{L″} v_m G(·, r′).

The convention g^{nn} = 0 removes the excluded terms. Applying (1 − G₀v_n)⁻¹ turns G₀ into G_s^n and j_L into R^n_L = R_l Y_L, so G = δ_{nn′}G_s^n + Σ_L R^n_L a^n_L. Insert this in the integral. The regular part gives ∫ j_{L″} v_m R^m_L = t^m_l δ_{L″L}. The single-site part, present for m = n′, gives ∫ j_{L″} v G_s(·, r′) = R_{L″}(r′) − j_{L″}(r′), because R = (1 − G₀v)⁻¹j = j + G_s v j and G_s is symmetric. The j terms cancel, and a^n = g^{nn′}R^{n′} + Σ_m g^{nm}t^m a^m. Its solution is a^n_L = Σ_{L′} 𝒢^{nn′}_{LL′} R^{n′}_{L′}, so

G(R_n + r, R_{n′} + r′) = δ_{nn′} G_s^n(r, r′) + Σ_{LL′} R^n_L(r) 𝒢^{nn′}_{LL′} R^{n′}_{L′}(r′),
𝒢 = g + g t 𝒢 = (1 − gt)⁻¹ g.  (14)

Since t_l = 0 above l_max, the equation for 𝒢 closes on the block l, l′ ≤ l_max, and δv projects on that block. From here on g, t and 𝒢 are matrices in that block.

The trace with a spherical δv_n picks n′ = n and L′ = L. By (9) and (8),

Tr(G δv) = Σ_n Σ_l (2l+1) δ ln α^n_l + Tr(𝒢 δt).

At fixed z the matrix g does not change, and δ ln det(1 − gt) = −Tr[(1 − gt)⁻¹ g δt] = −Tr(𝒢 δt). The trace is a total variation. Integrating (3) from v = 0, where α = 1 and t = 0,

N − N₀ = (1/π) Im Σ_n Σ_l (2l+1) ln α^n_l − (1/π) Im ln det(1 − gt).  (15)

This is Lloyd's formula relative to free space. The branch argument of part (c) applies to the determinant: at E_b, Tr(𝒢δt) is the difference of two real traces, so ln det(1 − gt) is real there, although the elements g_{LL′} with odd l + l′ are imaginary (t_l, with a factor i^l from each of j_l and R_l, is real); for Im z > 0 it is analytic, and it is the continuation from E_b.

For a crystal define g(k) = Σ_n e^{−ik·R_n} g^{n0}, which converges absolutely for Im κ > 0. Products of translation-invariant matrices become products at fixed k, and the site-diagonal block is the Brillouin-zone average ⟨…⟩. Per cell, the last term of (15) is −(1/π) Im ⟨ln det(1 − g(k)t)⟩.

(e) Let G^r = (1 − gt^r)⁻¹g and Δt = t − t^r. Derive the count of H relative to H^r, and state which further terms give the absolute count.

Solution. From the definition (1 − gt^r)G^r = g, so

(1 − gt^r)(1 − G^rΔt) = 1 − gt^r − gΔt = 1 − gt.  (16)

Two consequences follow. First, 𝒢 = (1 − G^rΔt)⁻¹(1 − gt^r)⁻¹g = (1 − G^rΔt)⁻¹G^r, the Dyson equation of screened KKR. Second, along (1 − λ)v^r + λv the matrix G^r is fixed and δΔt = δt, so Tr(𝒢δt) = −δ ln det(1 − G^rΔt). Integrating (3) from v^r, where Δt = 0, gives N − N^r = S_Δ + M with

S_Δ = (1/π) Im Σ_l (2l+1) ln(α_l/α^r_l),
M = −(1/π) Im ⟨ln det(1 − G^r(k)Δt)⟩.

A screened calculation delivers this relative count. Equation (15) applied to the reference itself gives N^r − N₀ = S_r + C_r with

S_r = (1/π) Im Σ_l (2l+1) ln α^r_l,
C_r = −(1/π) Im ⟨ln det(1 − g(k)t^r)⟩.

The absolute count per cell is

N = N₀ + S_r + C_r + S_Δ + M.  (17)

The reference adds a single-site term S_r and a multiple-scattering term C_r, and the free term N₀ has to come with them. The sum S_r + S_Δ = (1/π) Im Σ(2l+1) ln α_l does not depend on the reference, and by (16) neither does C_r + M; this is how (17) reduces to (15). The program checks the determinant form of (16) on a 13-site cluster to 10⁻⁹; being an algebraic identity, that checks the matrix bookkeeping and no physics.

If the determinant is written with the inverse, 1 − G^rΔt = (Δt⁻¹ − G^r)Δt moves a factor into the single-site term: S_Δ + M = (1/π) Im Σ(2l+1) ln[α_l/(α^r_l Δt_l)] − (1/π) Im ⟨ln det(Δt⁻¹ − G^r)⟩. The two pieces are singular where a Δt_l vanishes, and the form (17) is not.

Lloyd's formula has been derived relative to free space and to a repulsive reference, and (17) gives the absolute count as the relative count S_Δ + M plus the reference terms N₀, S_r and C_r. It remains to obtain C_r and M from a small real-space cluster, to find when the reference terms cancel, and to test the result numerically on a model fcc crystal.
